\section*{The energy shift of a free electron in blackbody radiation}

\section{Problem}

A free electron is at rest, on average, in isotropic, unpolarized blackbody radiation. The thermal energy $k_BT$ is far below the electron's rest energy $mc^2$. By how much does the radiation shift the energy of the electron? Find the shift, to first order in the number of thermal photons,

\begin{enumerate}
\item from the thermal part of the electron self-energy;
\item as the average kinetic energy of the electron's quiver motion, that is, as a ponderomotive energy.
\end{enumerate}

Evaluate the result at 300 K, and decide whether the system of electron and radiation really gains this energy when the temperature is held fixed.

\paragraph{Conventions.} Atomic units are used in the algebra: $\hbar=m=e=1$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The rest energy is then $c^2$. The symbol $T$ stands for $k_BT$, and $\omega$ is both the frequency and the energy of a photon. Fields are Gaussian, so the energy density is $(\mathbf E^2+\mathbf B^2)/8\pi$. The electron has charge $-1$. Matrices are written $\boldsymbol\alpha,\beta$; the bold symbol distinguishes them from the constant $\alpha$. Vacuum radiative effects are already contained in the physical mass, so only the part proportional to the Planck occupation
\begin{equation}
n(\omega)=\frac{1}{e^{\omega/T}-1}
\end{equation}
is wanted.

\section{First estimate by scaling}

Thermal photons have $\omega\sim T$ and wavenumber $k\sim T/c$. There are about $k^3$ of them per unit volume, so the energy density is of order $T(T/c)^3=T^4/c^3$, and so is $\mathbf E^2$. A field of strength $E$ oscillating at frequency $\omega$ gives the electron a velocity of order $E/\omega$. The energy of this motion is therefore
\begin{equation}
\delta E_{\rm est}=\frac{E^2}{\omega^2}\sim\frac{T^4/c^3}{T^2}=\frac{T^2}{c^3}.
\label{est}
\end{equation}
To restore ordinary units, divide each energy by the hartree, $\alpha^2mc^2$, and put $1/c^3=\alpha^3$. This gives
\begin{equation}
\delta E_{\rm est}=\alpha^2mc^2\,\alpha^3\frac{(k_BT)^2}{(\alpha^2mc^2)^2}
=\frac{\alpha(k_BT)^2}{mc^2}.
\end{equation}
At 300 K, $k_BT=0.025852$ eV and $mc^2=510999$ eV, so
\begin{equation}
\delta E_{\rm est}=\frac{0.00729735\times(0.025852)^2}{510999}\ \text{eV}
=9.54\times10^{-12}\ \text{eV}.
\end{equation}
The estimate fixes the dependence on $T$, $m$ and $\alpha$, but not the numerical factor or the sign that the self-energy will give.

\section{Solution from the thermal self-energy}

\subsection{The thermal field}

In Coulomb gauge the thermal photons occupy transverse modes, each with wavevector $\mathbf k$, frequency $\omega=ck$ and a real unit polarization vector $\boldsymbol\epsilon\perp\mathbf k$. In a box of volume $V$,
\begin{equation}
\mathbf A=\sum_{\mathbf k\lambda}g\,\boldsymbol\epsilon
\left(a\,e^{i\mathbf k\cdot\mathbf r-i\omega t}+a^\dagger e^{-i\mathbf k\cdot\mathbf r+i\omega t}\right).
\end{equation}
The amplitude $g$ follows from the energy of a mode. Since $\mathbf E=-\dot{\mathbf A}/c$, the part of $\langle\mathbf E^2\rangle$ proportional to $n$ is $2n\,g^2\omega^2/c^2$. The electric and magnetic energies are equal on average, so the energy density is $\langle\mathbf E^2\rangle/4\pi$, which must equal $n\omega/V$:
\begin{equation}
\frac{2n\,g^2\omega^2}{4\pi c^2}=\frac{n\omega}{V}
\quad\Longrightarrow\quad g^2=\frac{2\pi c^2}{V\omega}.
\label{g}
\end{equation}

For charge $-1$ the Dirac Hamiltonian is
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\left(\mathbf p+\frac{\mathbf A}{c}\right)+\beta c^2
=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+\boldsymbol\alpha\cdot\mathbf A .
\end{equation}

\subsection{The self-energy}

The thermal averages $\langle a^\dagger a\rangle=n$ and $\langle aa^\dagger\rangle=n+1$ have the same part proportional to $n$. The thermal part of the field correlation thus does not depend on the order of the two operators, and to second order the thermal field acts on the electron like a classical random field with zero mean. Write $W=\boldsymbol\alpha\cdot\mathbf A$ and let $G$ be the free electron propagator. Averaging
\begin{equation}
G+GWG+GWGWG+\dots
\end{equation}
removes the term linear in $W$ and leaves $G+G\,\Sigma_T\,G$ with $\Sigma_T=\langle WGW\rangle$. For an electron of zero momentum and energy $E$, the first $W$ either absorbs a photon, taking the electron to energy $E+\omega$ and momentum $\mathbf k$, or emits one by stimulated emission, taking it to $E-\omega$ and $-\mathbf k$. The second $W$ undoes the change. With $M=\boldsymbol\alpha\cdot\boldsymbol\epsilon$,
\begin{equation}
\Sigma_T(E)=\sum_{\mathbf k\lambda}g^2n\left[MG(E+\omega,\mathbf k)M+MG(E-\omega,-\mathbf k)M\right],
\label{sigma}
\end{equation}
\begin{equation}
G(z,\mathbf q)=\frac{1}{z-c\,\boldsymbol\alpha\cdot\mathbf q-\beta c^2}
=\frac{z+c\,\boldsymbol\alpha\cdot\mathbf q+\beta c^2}{z^2-c^2q^2-c^4}.
\end{equation}
The last form holds because the square of $c\,\boldsymbol\alpha\cdot\mathbf q+\beta c^2$ is $c^2q^2+c^4$.

The matrices $M$ are now moved through the numerator. Three facts suffice: $M^2=\boldsymbol\epsilon^2=1$; $M\beta=-\beta M$; and $M$ anticommutes with $\boldsymbol\alpha\cdot\mathbf q$, because their anticommutator is $2\boldsymbol\epsilon\cdot\mathbf q=0$ for $\mathbf q=\pm\mathbf k$. Hence
\begin{equation}
MG(z,\mathbf q)M=\frac{z-c\,\boldsymbol\alpha\cdot\mathbf q-\beta c^2}{z^2-c^2q^2-c^4}.
\end{equation}
An electron at rest has a spinor with $\beta u=u$ and $u^\dagger u=1$. The matrix $\boldsymbol\alpha$ connects upper with lower components, so $u^\dagger\boldsymbol\alpha u=0$. With $cq=\omega$,
\begin{equation}
u^\dagger MG(z,\mathbf q)Mu=\frac{z-c^2}{z^2-\omega^2-c^4}.
\label{element}
\end{equation}
The same steps with two different rest spinors give zero when the spinors are orthogonal, so the shift does not depend on spin.

\subsection{The position of the pole}

The corrected propagator has its pole where $E-H_0-\Sigma_T(E)$ has a zero eigenvalue, $H_0$ being the free Hamiltonian. To first order in $n$ this is at $E=c^2+u^\dagger\Sigma_T(c^2)u$; mixing with the negative-energy spinors enters at second order. At $E=c^2$ the two terms have $z=c^2\pm\omega$, and
\begin{equation}
\frac{z-c^2}{z^2-\omega^2-c^4}
=\frac{\pm\omega}{c^4\pm2c^2\omega+\omega^2-\omega^2-c^4}
=\frac{\pm\omega}{\pm2c^2\omega}=\frac{1}{2c^2}.
\label{half}
\end{equation}
Each term is positive and independent of $\omega$.

Numerator and denominator both vanish as $\omega\to0$, so the approach to the mass shell needs a check. Put $E=c^2+\eta$ and $x=\eta\pm\omega$. The numerator is $x$, and the denominator is
\begin{equation}
(c^2+x)^2-\omega^2-c^4=2c^2x+x^2-\omega^2=2(c^2+\eta)x-\eta^2,
\end{equation}
where $x^2-\omega^2=\eta^2\pm2\eta\omega=2\eta x-\eta^2$ was used. For $|\eta|\ll\omega$ each term is close to $1/[2(c^2+\eta)]$, a relative change of $-\eta/c^2$. With $\eta=10^{-4}c^2$ and $\omega=10^{-3}c^2$ the two terms are $0.999905$ and $0.999894$ of their on-shell values, split by the $\eta^2$ in the denominator, and their sum has the ratio $0.999900$ to the on-shell sum, as expected. The remaining pole, near $x=0$, has a residue proportional to $\eta^2$, so it does not spoil the limit $\eta\to0$.

\subsection{The sum over modes}

The two terms add to $1/c^2$. With \eqref{g},
\begin{equation}
\delta E=\sum_{\mathbf k\lambda}\frac{g^2n}{c^2}=\sum_{\mathbf k\lambda}\frac{2\pi n}{V\omega}.
\label{modes}
\end{equation}
Two polarizations and $k=\omega/c$ turn the sum into an integral:
\begin{equation}
\sum_{\mathbf k\lambda}\to2V\int\frac{4\pi k^2\,dk}{(2\pi)^3}
=V\int_0^\infty\frac{\omega^2\,d\omega}{\pi^2c^3},
\qquad
\delta E=\frac{2}{\pi c^3}\int_0^\infty\omega\,n(\omega)\,d\omega .
\label{integral}
\end{equation}
At low frequency $\omega n\to T$, so the integral converges there. Expanding $n$ in powers of $e^{-\omega/T}$ gives
\begin{equation}
\int_0^\infty\omega n\,d\omega=\sum_{j=1}^\infty\int_0^\infty\omega e^{-j\omega/T}d\omega
=T^2\sum_{j=1}^\infty\frac1{j^2}=\frac{\pi^2T^2}{6}.
\end{equation}
Therefore
\begin{equation}
\boxed{\;\delta E=\frac{\pi T^2}{3c^3}\;}
\qquad\text{or}\qquad
\delta E=\frac{\pi\alpha(k_BT)^2}{3mc^2}
\label{result}
\end{equation}
in ordinary units, restored as in the estimate. In natural units, $\hbar=c=k_B=1$, this is $\pi\alpha T^2/(3m)$. As a shift of the pole at zero momentum, it is the thermal correction to the electron's rest energy.

\subsection{Where the shift comes from}

The Dirac Hamiltonian is linear in $\mathbf A$, whereas a ponderomotive energy comes from $\mathbf A^2$. The link is the set of negative-energy intermediate states. To see this, isolate the positive-energy states of momentum $\pm\mathbf k$, whose energy is $\varepsilon=\sqrt{c^4+\omega^2}$. The projector on them is $(1+H_0/\varepsilon)/2$. Since $\beta Mu=-Mu$, their weight in $Mu$ is
\begin{equation}
w=\frac12\left(1-\frac{c^2}{\varepsilon}\right)\approx\frac{\omega^2}{4c^4}
\qquad(\omega\ll c^2).
\end{equation}
Their part of the two terms is, with $\varepsilon-c^2\approx\omega^2/2c^2$,
\begin{equation}
w\left[\frac1{c^2+\omega-\varepsilon}+\frac1{c^2-\omega-\varepsilon}\right]
=\frac{2w(c^2-\varepsilon)}{(c^2-\varepsilon)^2-\omega^2}\approx\frac{w}{c^2}.
\end{equation}
This is a fraction $\omega^2/4c^4$ of the full $1/c^2$. At $\omega=0.01\,c^2$ the fraction should be $2.5\times10^{-5}$; direct diagonalization gives $2.4998\times10^{-5}$. In Coulomb gauge nearly all of the shift comes from the negative-energy states, whose energy denominators are close to $2c^2$. This split depends on the gauge and only the total does not: in Feynman gauge, for $\omega\ll c^2$, the positive-energy states carry about $-1/2$ of the same total and the negative-energy states about $3/2$.

\section{Solution as a ponderomotive average}

For $\omega\ll c^2$ and speeds $v\ll c$ the electron can be treated as a slow classical particle. The magnetic force is smaller than the electric one by $v/c$. The motion changes the phase $\mathbf k\cdot\mathbf r$ at a rate of at most $kv=\omega v/c\ll\omega$, so the field may be taken at a fixed point. Newton's equation and its solution without drift are
\begin{equation}
\dot{\mathbf v}=-\sum_j\mathbf E_j\cos(\omega_jt+\phi_j),\qquad
\mathbf v=-\sum_j\frac{\mathbf E_j}{\omega_j}\sin(\omega_jt+\phi_j).
\end{equation}
In $\langle v^2\rangle$ the cross terms vanish, by time averaging for different frequencies and by the random phases for equal ones. The squared sines average to $1/2$:
\begin{equation}
\delta E=\frac12\langle v^2\rangle=\sum_j\frac{E_j^2}{4\omega_j^2}
=\frac12\int_0^\infty\frac{\langle\mathbf E^2\rangle_\omega}{\omega^2}\,d\omega ,
\label{pond}
\end{equation}
because each mode contributes $E_j^2/2$ to $\langle\mathbf E^2\rangle$. This kinetic energy is the whole energy of the electron in the field: the nonrelativistic Hamiltonian is $(\mathbf p+\mathbf A/c)^2/2=v^2/2$, and with $\mathbf p=0$ it equals $\mathbf A^2/2c^2$.

The spectral energy density of blackbody radiation is the density of modes in \eqref{integral} times $\omega n$, so
\begin{equation}
u(\omega)=\frac{\omega^3n}{\pi^2c^3},\qquad
\langle\mathbf E^2\rangle_\omega=4\pi u(\omega),
\end{equation}
\begin{equation}
\delta E=\frac12\int_0^\infty\frac{4\pi}{\omega^2}\,\frac{\omega^3n}{\pi^2c^3}\,d\omega
=\frac{2}{\pi c^3}\int_0^\infty\omega n\,d\omega=\frac{\pi T^2}{3c^3}.
\end{equation}
The integral is the one in \eqref{integral}: the two roads agree frequency by frequency. In a simulated random-phase Planck field at 300 K, the quiver energy of a classical electron is $0.99980$ times the formula.

\section{Does the system gain this energy?}

The level of the electron rises by $\delta E$ at fixed photon numbers. Equation \eqref{modes} can also be read from the side of the radiation: each photon costs an extra energy $\Delta\omega=2\pi/(V\omega)$ when the electron is present, so the electron raises the mode frequencies. The thermal free energy of a mode is $F=T\ln(1-e^{-\omega/T})$, and
\begin{equation}
\frac{\partial F}{\partial\omega}=\frac{e^{-\omega/T}}{1-e^{-\omega/T}}=n,
\qquad
\delta F=\sum_{\mathbf k\lambda}n\,\Delta\omega=\delta E .
\end{equation}
The level shift is thus the change in free energy at fixed temperature. The internal energy is $U=F-T\,\partial F/\partial T$. Since $\delta F\propto T^2$,
\begin{equation}
\delta U=\delta F-2\,\delta F=-\delta E .
\end{equation}
At fixed temperature the total internal energy, apart from the rest energy and thermal motion of the electron, therefore falls. The modes have become stiffer and hold fewer photons, and this loss is twice the gain in energy at fixed photon numbers. The statement that the electron gains energy is correct for its level, and for the free energy.

\section{Comparison and numbers}

At 300 K, \eqref{result} gives
\begin{equation}
\delta E=\frac{\pi\times0.00729735\times(0.025852)^2}{3\times510999}\ \text{eV}
=9.9945\times10^{-12}\ \text{eV},
\end{equation}
which corresponds to a frequency $\delta E/h=2.417$ kHz. The scaling estimate was $9.54\times10^{-12}$ eV. The ratio of result to estimate is $\pi/3=1.047$, closer than such an estimate deserves. The estimate replaced two factors by one. The first is the strength of the field: the total energy density is $\pi^2T^4/(15c^3)$, so
\begin{equation}
\frac12\langle\mathbf E^2\rangle=2\pi\,\frac{\pi^2}{15}\,\frac{T^4}{c^3}=4.13\,\frac{T^4}{c^3}.
\end{equation}
The second is the average of $1/\omega^2$ over the energy spectrum:
\begin{equation}
\left\langle\frac1{\omega^2}\right\rangle
=\frac1{T^2}\,\frac{\pi^2/6}{\pi^4/15}=\frac{5}{2\pi^2T^2}=\frac{0.253}{T^2}.
\end{equation}
Their product is $1.047\,T^2/c^3$. The field is stronger than assumed, but most of its energy lies at frequencies above $T$, where the electron responds weakly. The near cancellation is a numerical coincidence.

The shift is $1.96\times10^{-17}$ of the rest energy, and $2.58\times10^{-10}$ of the thermal kinetic energy $3k_BT/2=0.0388$ eV that an electron in equilibrium would also have. The rms quiver speed follows from $\delta E=mv^2/2$:
\begin{equation}
\frac{v_{\rm rms}}{c}=\sqrt{2\times1.956\times10^{-17}}=6.25\times10^{-9},
\end{equation}
so the slow-particle treatment is justified. Weighted by contribution to the shift, the mean photon energy is 0.0378 eV, with a wavelength of $3.28\times10^5$ angstrom. Photons below $k_BT$ supply 47\% of the shift. Doubling the temperature to 600 K multiplies the shift by four, to $3.998\times10^{-11}$ eV.

\paragraph{Where the result fails.} The condition $k_BT\ll mc^2$ enters the two derivations differently. The ponderomotive one needs it to treat the photons as soft, so that recoil and spin can be ignored; the quiver is slow under the weaker condition $\sqrt{\alpha}\,k_BT\ll mc^2$, since $v_{\rm rms}/c=\sqrt{2\pi\alpha/3}\;k_BT/mc^2$. In the self-energy, \eqref{half} holds for any $\omega$, so the one-loop photon contribution keeps the form \eqref{result} at higher temperature; numerical integration of \eqref{sigma} confirms this at $k_BT=0.1\,mc^2$. What is lost there is the neglect of thermal electrons and positrons, whose occupation is of order $e^{-mc^2/k_BT}$. At 300 K the exponent is $2.0\times10^7$, and they are absent for every practical purpose. Terms of higher order in $\alpha$ have been left out throughout. The result is for an electron at rest; for an electron of total energy $E$ the photon shift is smaller by the factor $mc^2/E$, a negligible change at thermal momenta. It also uses the free-space density of modes down to $\omega=0$. At 300 K wavelengths longer than 1 mm supply about 3\% of the shift and those longer than 0.1 mm about 26\%, so an enclosure of such size changes the value. The numerical output that follows gives the remaining checks.

\section*{Table of computed values}
\begin{verbatim}
TESTS (dimensionless)
self-energy / formula, kT = 0.01 mc^2: 1.00000000
self-energy / formula, kT = 0.10 mc^2: 1.00000000
off-shell / on-shell sum, offset 1e-4 mc^2: 0.999900
positive-energy share at omega = 0.01 mc^2: 2.4998e-05
one-mode diagonalization / formula: 0.999994
classical quiver energy / formula: 0.99980
SI integral / formula: 1.00000000
free-energy change / level shift: 1.000000
internal-energy change / level shift: -1.000000
EXAMPLE: free electron
temperature: 300 K
fine-structure constant: 0.00729735
kT: 0.025852 eV
mc^2: 510999.0 eV
kT / mc^2: 5.0591e-08
mc^2 / kT (pair suppression exponent): 1.9766e+07
integral of x/(exp(x)-1): 1.644934
level shift: 9.9945e-12 eV
level shift / h: 2.4167 kHz
level shift / mc^2: 1.9559e-17
thermal kinetic energy 3kT/2: 0.038778 eV
level shift / (3kT/2): 2.5774e-10
rms quiver speed / c: 6.2544e-09
rms electric force: 8.3194e-08 eV/angstrom
shift-weighted mean photon energy: 0.03778 eV
wavelength at that energy: 3.2814e+05 angstrom
fraction of shift from photons below kT: 0.4727
level shift at 600 K: 3.9978e-11 eV
\end{verbatim}
